**Two-dimensional LO-TO splitting: lattice sums and Poisson solutions**

For a polar insulating monolayer, \(\omega_{LO}^2=\omega_{TO}^2+Sq/(\kappa+rq)\) with \(S=Z^2e^2/(2\varepsilon_0\mu A)\), so the splitting vanishes at Gamma while the LO slope is \(S/(2\kappa\omega_{TO})\). Here \(q\) is the in-plane wavevector, \(Z\) the Born charge in units of \(e\), \(\mu\) the reduced mass, \(A\) the cell area, \(\kappa\) the mean permittivity of the surroundings and \(r\) half the electronic sheet susceptibility. The program diagonalizes a honeycomb crystal of point ions with Coulomb forces summed in real space. It asserts, in two directions, a vanishing gap at Gamma, the predicted linear LO term, no linear TO term within tolerance, and a longitudinal upper mode. A separate finite-volume Poisson solution across the layer tests the roles of the surroundings, electronic screening, layer thickness, a metal gate and periodic stacking. The output gives a lattice LO coefficient of 9.678 against the predicted 9.674. In the worked example the slope is 113.7 meV Å for a free layer and 45.5 meV Å on the substrate. The gate makes the onset quadratic, and the periodic stack keeps a finite splitting as \(q\to0\).

## Numerical verification

```python
"""
Result under test: longitudinal optical phonon of a polar insulating monolayer,
    w_LO^2 = w_TO^2 + S q / (kappa + r q),   S = Z^2 e^2 / (2 eps0 mu A),
so that w_LO = w_TO at q = 0 but d w_LO/dq = S / (2 kappa w_TO) there.
q: in-plane wavevector; Z: Born charge in units of e; mu: reduced mass;
A: cell area; kappa: mean permittivity of the two half-spaces;
r = chi/2, where chi is the electronic sheet susceptibility (a length).
Independent roads: (1) real-space Coulomb sums and diagonalization for a
honeycomb crystal; (2) finite-volume Poisson equation across a layer.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

# ---------- 1. Honeycomb crystal of point ions (Gaussian units, a = 1) ----------
ion_charge, spring = 1.0, 40.0
mass_a, mass_b = 1.0, 3.0
cell_area = np.sqrt(3) / 2
damping = 0.004                 # flat-topped cutoff exp[-(damping*R)^4]
r_max = 2.4 / damping
basis = np.array([0.5, 0.5 / np.sqrt(3)])
bonds = np.array([basis, basis - [1, 0], basis - [0.5, np.sqrt(3) / 2]])


def coulomb_table(shift):
    """Separations and damped second derivatives (xx, xy, yy) of 1/R."""
    n = np.arange(-697, 698)
    n1, n2 = np.meshgrid(n, n, indexing="ij")
    x = (n1 + 0.5 * n2 + shift[0]).ravel()
    y = (np.sqrt(3) / 2 * n2 + shift[1]).ravel()
    dist = np.hypot(x, y)
    keep = (dist < r_max) & (dist > 1e-9)
    x, y, dist = x[keep], y[keep], dist[keep]
    w = np.exp(-(damping * dist) ** 4)
    tensor = np.array([w * (3 * x * x / dist**5 - 1 / dist**3),
                       w * 3 * x * y / dist**5,
                       w * (3 * y * y / dist**5 - 1 / dist**3)])
    return x, y, tensor


def fourier_sum(table, qvec):
    x, y, tensor = table
    phase = qvec[0] * x + qvec[1] * y
    s = tensor @ np.cos(phase) + 1j * (tensor @ np.sin(phase))
    return np.array([[s[0], s[1]], [s[1], s[2]]])


same, other = coulomb_table(np.zeros(2)), coulomb_table(basis)
same_zero = fourier_sum(same, np.zeros(2))
other_zero = fourier_sum(other, np.zeros(2))


def crystal_modes(qvec):
    """Eigenvalues (squared frequencies) and eigenvectors of the crystal."""
    q2 = ion_charge**2
    onsite = q2 * (same_zero - other_zero)
    cross = q2 * fourier_sum(other, qvec)
    for bond in bonds:
        unit = bond / np.linalg.norm(bond)
        stiff = spring * np.outer(unit, unit)
        onsite = onsite + stiff
        cross = cross - stiff * np.exp(1j * qvec @ bond)
    diag = onsite - q2 * fourier_sum(same, qvec)
    dyn = np.block([[diag / mass_a, cross / np.sqrt(mass_a * mass_b)],
                    [cross.conj().T / np.sqrt(mass_a * mass_b), diag / mass_b]])
    return np.linalg.eigh((dyn + dyn.conj().T) / 2)


mu_crystal = mass_a * mass_b / (mass_a + mass_b)
s_crystal = 2 * np.pi * ion_charge**2 / (mu_crystal * cell_area)
q_list = 0.06 * np.arange(1, 5)
crystal_report = []
for angle in (0.0, 17.0):
    direction = np.array([np.cos(np.radians(angle)), np.sin(np.radians(angle))])
    lo_sq, to_sq, weight = [], [], []
    for q in q_list:
        values, vectors = crystal_modes(q * direction)
        to_sq.append(values[2])
        lo_sq.append(values[3])
        top = vectors[:, 3].reshape(2, 2)
        weight.append(np.sum(np.abs(top @ direction) ** 2))
    lo_fit = np.polyfit(q_list, lo_sq, 3)
    to_fit = np.polyfit(q_list, to_sq, 3)
    freq_fit = np.polyfit(q_list, np.sqrt(lo_sq), 3)
    predicted = s_crystal / (2 * np.sqrt(to_fit[-1]))
    assert min(weight) > 0.99                                # upper mode is LO
    assert abs(lo_fit[-1] - to_fit[-1]) < 2e-3 * s_crystal    # no splitting at Gamma
    assert abs(lo_fit[-2] / s_crystal - 1) < 5e-3             # linear LO term
    assert abs(to_fit[-2]) < 5e-3 * s_crystal                 # no linear TO term
    assert abs(freq_fit[-2] / predicted - 1) < 1e-2           # frequency slope
    crystal_report.append((angle, lo_fit[-1] - to_fit[-1], lo_fit[-2],
                           to_fit[-2], freq_fit[-2], predicted))

# ---------- 2. Worked example: lengths in angstrom, energies in meV ----------
lattice, m1, m2, born = 3.2, 20.0, 60.0, 2.0
e_to, chi = 50.0, 40.0
eps_substrate, gate_distance, stack_period = 4.0, 100.0, 6.0
area = np.sqrt(3) / 2 * lattice**2
mu = m1 * m2 / (m1 + m2)
r_screen = chi / 2
mev = 1e-3 * const.e
s_si = (born * const.e) ** 2 / (
    2 * const.epsilon_0 * mu * const.atomic_mass * area * 1e-20)
s_mev = const.hbar**2 * s_si * 1e10 / mev**2       # meV^2 angstrom
kappa_sub = (1 + eps_substrate) / 2


def lo_energy(q, kappa):
    return np.sqrt(e_to**2 + s_mev * q / (kappa + r_screen * q))


def poisson_shift(q, thick=0.01, eps_top=1.0, eps_bot=1.0,
                  top=None, bottom=None):
    """Shift of squared LO energy from a numerical potential across the layer.

    top, bottom = (distance from layer centre, boundary factor b), where the
    outward potential slope is -b*q*phi: b=1 open half-space, b=0 mirror plane
    of an in-phase periodic stack, b very large a grounded metal.
    """
    top = top or (5 * thick, 1.0)
    bottom = bottom or (5 * thick, 1.0)
    step, n_layer = thick / 10, 10
    n_bot = int(round(bottom[0] / step)) - n_layer // 2
    n_top = int(round(top[0] / step)) - n_layer // 2
    eps_z = np.concatenate([np.full(n_bot, eps_bot), np.ones(n_layer),
                            np.full(n_top, eps_top)])
    layer = slice(n_bot, n_bot + n_layer)
    eps_plane = eps_z.copy()
    eps_plane[layer] += chi / thick
    link = 2 / (step * (1 / eps_z[:-1] + 1 / eps_z[1:]))
    main = q**2 * eps_plane * step
    main[:-1] += link
    main[1:] += link
    main[0] += eps_bot * bottom[1] * q / (1 + bottom[1] * q * step / 2)
    main[-1] += eps_top * top[1] * q / (1 + top[1] * q * step / 2)
    bands = np.zeros((3, main.size))
    bands[0, 1:], bands[1], bands[2, :-1] = -link, main, -link
    source = np.zeros(main.size)
    source[layer] = 1 / n_layer
    potential = solve_banded((1, 1), bands, source)[layer].mean()
    return 2 * s_mev * q**2 * potential


# Environment and electronic screening
for q in (0.001, 0.01, 0.05, 0.1):
    for eps_bot in (1.0, eps_substrate):
        kappa = (1 + eps_bot) / 2
        derived = lo_energy(q, kappa) ** 2 - e_to**2
        assert abs(poisson_shift(q, eps_bot=eps_bot) / derived - 1) < 5e-3

# The slope at Gamma does not depend on layer thickness
slope_free = s_mev / (2 * e_to)
slope_sub = slope_free / kappa_sub
q_small = 1e-4
thick_slopes = []
for eps_bot, slope in ((1.0, slope_free), (eps_substrate, slope_sub)):
    shift = poisson_shift(q_small, thick=3.0, eps_bot=eps_bot)
    numeric = (np.sqrt(e_to**2 + shift) - e_to) / q_small
    assert abs(numeric / slope - 1) < 5e-3
    thick_slopes.append(numeric)

# A grounded gate turns the linear onset into a quadratic one
metal = (gate_distance, 1e12)


def gate_formula(q):
    return 2 * s_mev * q / (
        1 + eps_substrate / np.tanh(q * gate_distance) + chi * q)


for q in (0.001, 0.01, 0.05):
    numeric = poisson_shift(q, eps_bot=eps_substrate, bottom=metal)
    assert abs(numeric / gate_formula(q) - 1) < 5e-3
gate_ratio = (poisson_shift(2e-4, eps_bot=eps_substrate, bottom=metal)
              / poisson_shift(1e-4, eps_bot=eps_substrate, bottom=metal))
open_ratio = (poisson_shift(2e-4, eps_bot=eps_substrate)
              / poisson_shift(1e-4, eps_bot=eps_substrate))
assert abs(gate_ratio - 4) < 0.05 and abs(open_ratio - 2) < 0.02

# An in-phase periodic stack keeps a finite splitting as q tends to zero
mirror = (stack_period / 2, 0.0)
for q in (0.001, 0.01, 0.1):
    derived = s_mev / (np.tanh(q * stack_period / 2) / q + r_screen)
    assert abs(poisson_shift(q, top=mirror, bottom=mirror) / derived - 1) < 5e-3
stack_limit = s_mev / (stack_period / 2 + r_screen)
stack_numeric = poisson_shift(0.001, top=mirror, bottom=mirror)
assert abs(stack_numeric / stack_limit - 1) < 5e-3

# ---------- Printed numbers ----------
print("Honeycomb test crystal (dimensionless, a = 1)")
print(f"  predicted linear coefficient S = {s_crystal:.4f}")
for angle, gap, lo_lin, to_lin, slope, predicted in crystal_report:
    print(f"  direction {angle:.0f} deg: extrapolated gap in w^2 = {gap:.5f}")
    print(f"    linear terms in w^2: LO {lo_lin:.4f}, TO {to_lin:.4f}")
    print(f"    LO frequency slope: lattice {slope:.4f}, formula {predicted:.4f}")
print("Worked example: inputs")
print(f"  lattice constant = {lattice:.1f} angstrom; Born charge = {born:.1f} e")
print(f"  masses = {m1:.0f} and {m2:.0f} u; TO energy = {e_to:.1f} meV")
print(f"  sheet susceptibility chi = {chi:.1f} angstrom")
print(f"  substrate permittivity = {eps_substrate:.1f}; kappa = {kappa_sub:.2f}")
print("Worked example: results")
print(f"  cell area = {area:.3f} angstrom^2; reduced mass = {mu:.2f} u")
print(f"  S = {s_si:.4e} m/s^2; hbar^2 S = {s_mev:.1f} meV^2 angstrom")
print(f"  screening length r = {r_screen:.1f} angstrom")
for name, kappa, slope, numeric in (
        ("free", 1.0, slope_free, thick_slopes[0]),
        ("substrate", kappa_sub, slope_sub, thick_slopes[1])):
    speed = slope * mev * 1e-10 / const.hbar / 1e3
    print(f"  {name}: slope = {slope:.2f} meV angstrom = {speed:.2f} km/s")
    print(f"    slope from 3 angstrom thick layer = {numeric:.2f} meV angstrom")
    print(f"    crossover kappa/r = {kappa / r_screen:.3f} 1/angstrom")
print("  LO energy in meV: q (1/angstrom), free, on substrate")
for q in (0.0, 0.001, 0.01, 0.05, 0.1):
    print(f"    {q:.3f}  {lo_energy(q, 1.0):.3f}  {lo_energy(q, kappa_sub):.3f}")
plateau = np.sqrt(e_to**2 + s_mev / r_screen)
print(f"  model plateau for r q >> kappa = {plateau:.3f} meV")
q_light = e_to * mev / (const.hbar * const.c) * 1e-10
print(f"  light wavevector w_TO/c = {q_light:.3e} 1/angstrom")
print(f"  free-layer splitting there = {lo_energy(q_light, 1.0) - e_to:.5f} meV")
print(f"Gate at {gate_distance:.0f} angstrom below, through the substrate")
for q in (0.001, 0.01):
    gated = np.sqrt(e_to**2 + gate_formula(q)) - e_to
    ungated = lo_energy(q, kappa_sub) - e_to
    print(f"  q = {q:.3f} 1/angstrom: splitting gated {gated:.4f} meV,"
          f" ungated {ungated:.4f} meV")
print(f"  w^2 shift ratio on doubling small q: gated {gate_ratio:.3f},"
      f" ungated {open_ratio:.3f}")
print(f"Periodic stack, spacing {stack_period:.1f} angstrom, in-plane q to zero")
print(f"  LO energy: formula {np.sqrt(e_to**2 + stack_limit):.3f} meV,"
      f" numerical {np.sqrt(e_to**2 + stack_numeric):.3f} meV")
print("every check passed")
```

Printed output:

```
Honeycomb test crystal (dimensionless, a = 1)
  predicted linear coefficient S = 9.6736
  direction 0 deg: extrapolated gap in w^2 = -0.00039
    linear terms in w^2: LO 9.6783, TO -0.0025
    LO frequency slope: lattice 0.6022, formula 0.6019
  direction 17 deg: extrapolated gap in w^2 = -0.00039
    linear terms in w^2: LO 9.6783, TO -0.0024
    LO frequency slope: lattice 0.6022, formula 0.6019
Worked example: inputs
  lattice constant = 3.2 angstrom; Born charge = 2.0 e
  masses = 20 and 60 u; TO energy = 50.0 meV
  sheet susceptibility chi = 40.0 angstrom
  substrate permittivity = 4.0; kappa = 2.50
Worked example: results
  cell area = 8.868 angstrom^2; reduced mass = 15.00 u
  S = 2.6250e+18 m/s^2; hbar^2 S = 11372.7 meV^2 angstrom
  screening length r = 20.0 angstrom
  free: slope = 113.73 meV angstrom = 17.28 km/s
    slope from 3 angstrom thick layer = 113.48 meV angstrom
    crossover kappa/r = 0.050 1/angstrom
  substrate: slope = 45.49 meV angstrom = 6.91 km/s
    slope from 3 angstrom thick layer = 45.46 meV angstrom
    crossover kappa/r = 0.125 1/angstrom
  LO energy in meV: q (1/angstrom), free, on substrate
    0.000  50.000  50.000
    0.001  50.111  50.045
    0.010  50.939  50.419
    0.050  52.767  51.599
    0.100  53.657  52.466
  model plateau for r q >> kappa = 55.395 meV
  light wavevector w_TO/c = 2.534e-05 1/angstrom
  free-layer splitting there = 0.00288 meV
Gate at 100 angstrom below, through the substrate
  q = 0.001 1/angstrom: splitting gated 0.0055 meV, ungated 0.0451 meV
  q = 0.010 1/angstrom: splitting gated 0.3408 meV, ungated 0.4195 meV
  w^2 shift ratio on doubling small q: gated 3.990, ungated 1.998
Periodic stack, spacing 6.0 angstrom, in-plane q to zero
  LO energy: formula 54.722 meV, numerical 54.722 meV
every check passed
```
